# Unswitched fraction of a finite ferroelectric segment with Poisson seeds: a program that tests the result

```python
"""
Mean unswitched fraction U of a finite one-dimensional ferroelectric segment.
Seeds: Poisson, density n per length, all present at time zero.
Each seed emits two walls of speed v; r = v*t is the distance travelled.
Segment length L, mean seed number N = n*L. Result under test:
  r <= L/2     : U = (1-2r/L) exp(-2nr) + (2/N)(exp(-nr)-exp(-2nr))
  L/2 <= r <= L: U = (2r/L-1) exp(-N) + (2/N)(exp(-nr)-exp(-N))
  r >= L       : U = exp(-N)
Independent roads: a sum over seed numbers using the gaps between seeds,
and direct simulation of random seed patterns.
Lengths in nm and times in ns unless a name says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import poisson

rng = np.random.default_rng(2718)


def parts(r, n, L):
    """Interior (or fully exposed middle) part and end-zone part of U."""
    N = n * L
    if r >= L:
        return np.exp(-N), 0.0
    if r <= L / 2:
        return ((1 - 2 * r / L) * np.exp(-2 * n * r),
                2 / N * (np.exp(-n * r) - np.exp(-2 * n * r)))
    return ((2 * r / L - 1) * np.exp(-N),
            2 / N * (np.exp(-n * r) - np.exp(-N)))


def unswitched(r, n, L):
    return sum(parts(r, n, L))


def loss_per_distance(r, n, L):
    """Derived formula for -dU/dr."""
    if r >= L:
        return 0.0
    if r <= L / 2:
        return (2 * n * (1 - 2 * r / L) * np.exp(-2 * n * r)
                + 2 / L * (np.exp(-n * r) - np.exp(-2 * n * r)))
    return 2 / L * (np.exp(-n * r) - np.exp(-n * L))


def end_excess(r, n, L):
    """Derived excess over the infinite line, for r <= L/2."""
    s = n * r
    return 2 / (n * L) * (np.exp(-s) - (1 + s) * np.exp(-2 * s))


def mean_time_seeded(n, L, v):
    N = n * L
    area = (1 / (2 * N) + (1 - np.exp(-N)) / (2 * N**2)
            - np.exp(-N) * (0.75 + 1 / N))
    return L / v * area / (1 - np.exp(-N))


def gap_series(r, n, L):
    """U from the mean shrinking gaps for each possible number of seeds."""
    N = n * L
    k = np.arange(1, int(N + 12 * np.sqrt(N) + 40))
    inner = max(1 - 2 * r / L, 0.0) ** (k + 1)
    outer = max(1 - r / L, 0.0) ** (k + 1)
    mean_fraction = ((k - 1) * inner + 2 * outer) / (k + 1)
    return np.exp(-N) + np.sum(poisson.pmf(k, N) * mean_fraction)


# ---- closed forms against the gap series, on every branch ----
max_difference = 0.0
for N_test in (0.5, 4.0, 12.0):
    n_test, L_test = N_test / 3.0, 3.0
    for ratio in (0.0, 0.1, 0.37, 0.5, 0.75, 0.95, 1.0, 1.3):
        r_test = ratio * L_test
        difference = abs(unswitched(r_test, n_test, L_test)
                         - gap_series(r_test, n_test, L_test))
        max_difference = max(max_difference, difference)
    for ratio in (0.1, 0.37, 0.75, 0.95):
        r_test, h = ratio * L_test, 1e-4
        slope = (gap_series(r_test - h, n_test, L_test)
                 - gap_series(r_test + h, n_test, L_test)) / (2 * h)
        assert abs(slope - loss_per_distance(r_test, n_test, L_test)) < 1e-6
    for ratio in (0.1, 0.37, 0.5):
        r_test = ratio * L_test
        excess = gap_series(r_test, n_test, L_test) - np.exp(-2 * n_test * r_test)
        assert excess > 0
        assert abs(excess - end_excess(r_test, n_test, L_test)) < 1e-11
    area = quad(lambda q: gap_series(q * L_test, n_test, L_test)
                - np.exp(-N_test), 0, 1, points=[0.5])[0]
    assert abs(L_test * area / (1 - np.exp(-N_test))
               - mean_time_seeded(n_test, L_test, 1.0)) < 1e-8
assert max_difference < 1e-11
# early growth of the end excess, n r^2 / L, and the long-segment limit
early = gap_series(0.001, 1.0, 4.0) - np.exp(-0.002)
assert abs(early / (0.001**2 / 4.0) - 1) < 0.005
assert abs(gap_series(0.5, 1.0, 400.0) - np.exp(-1.0)) < 1e-3

# ---- example parameters: rough regime of hafnia-based films ----
L, width, thickness = 100.0, 10.0, 10.0
n, v = 0.04, 0.2
remanent_uC = 20.0
field_MV = 2.0
N = n * L
t_ref = 1 / (2 * n * v)
r_ref = v * t_ref


def exposed(x, r):
    return np.minimum(x + r, L) - np.maximum(x - r, 0.0)


def agrees(sample, expected):
    error = np.std(sample) / np.sqrt(len(sample))
    return abs(np.mean(sample) - expected) < 5 * error


def scatter(r):
    """Standard deviation of one segment's fraction, by pair quadrature."""
    x = (np.arange(800) + 0.5) * L / 800
    a, b = np.maximum(x - r, 0), np.minimum(x + r, L)
    overlap = np.maximum(np.minimum(b[:, None], b) - np.maximum(a[:, None], a), 0)
    union = (b - a)[:, None] + (b - a) - overlap
    return np.sqrt(np.mean(np.exp(-n * union)) - unswitched(r, n, L) ** 2)


# ---- simulated seed patterns ----
samples = 100000
counts = rng.poisson(N, samples)
index = np.arange(counts.max())
real = index < counts[:, None]
seeds = np.sort(np.where(real, rng.random(real.shape) * L, L), axis=1)
empty = counts == 0
first_gap = seeds[:, 0]
last_gap = L - seeds[np.arange(samples), np.maximum(counts - 1, 0)]
inner_gaps = np.where(real[:, 1:], np.diff(seeds, axis=1), 0.0)
for r in (r_ref, 2 * r_ref, 0.7 * L):
    left = np.maximum(first_gap - r, 0)
    right = np.maximum(last_gap - r, 0)
    remaining = np.maximum(inner_gaps - 2 * r, 0).sum(axis=1) + left + right
    fraction = np.where(empty, 1.0, remaining / L)
    assert agrees(fraction, unswitched(r, n, L))
    seeded = (unswitched(r, n, L) - np.exp(-N)) / (1 - np.exp(-N))
    assert agrees(fraction[~empty], seeded)
    walls = (2 * (inner_gaps > 2 * r).sum(axis=1)
             + (first_gap > r) + (last_gap > r))
    walls = np.where(empty, 0, walls)
    assert agrees(walls, L * loss_per_distance(r, n, L))
    assert abs(np.std(fraction) / scatter(r) - 1) < 0.03
    if r <= L / 2:
        at_ends = np.where(empty, 2 * r, np.minimum(left, r) + np.minimum(right, r))
        assert agrees(at_ends / L, parts(r, n, L)[1])
for x in (0.0, 5.0, 50.0):
    nearest = np.where(real, np.abs(seeds - x), np.inf).min(axis=1)
    assert agrees(nearest > r_ref, np.exp(-n * exposed(x, r_ref)))

# ---- neglected effects: late nucleation and finite strip width ----
late_rate = 1e-5


def with_late_nuclei(t):
    x = (np.arange(600) + 0.5)[:, None] * L / 600
    age = (np.arange(600) + 0.5) * t / 600
    space_time = exposed(x, v * age).mean(axis=1) * t
    return np.mean(np.exp(-n * exposed(x[:, 0], v * t) - late_rate * space_time))


def with_strip_width(r):
    x = ((np.arange(400) + 0.5) * L / 400)[:, None, None]
    y = (np.arange(40) + 0.5) * width / 40
    half = np.sqrt(np.maximum(r**2 - (y[:, None] - y) ** 2, 0))
    return np.mean(np.exp(-n * exposed(x, half).mean(axis=2)))


def simulated_points(t, rate, strip):
    """True where a random point has been reached by no wall."""
    m = 200000
    x, y = rng.random(m) * L, rng.random(m) * strip
    reached = np.zeros(m, dtype=bool)
    for mean_number, is_late in ((N, False), (rate * L * t, True)):
        owner = np.repeat(np.arange(m), rng.poisson(mean_number, m))
        birth = rng.random(owner.size) * t * is_late
        distance = np.hypot(x[owner] - rng.random(owner.size) * L,
                            y[owner] - rng.random(owner.size) * strip)
        reached[owner[distance <= v * (t - birth)]] = True
    return ~reached


t_full = L / v
assert agrees(simulated_points(t_ref, late_rate, 0.0), with_late_nuclei(t_ref))
assert agrees(simulated_points(t_full, late_rate, 0.0), with_late_nuclei(t_full))
assert agrees(simulated_points(t_ref, 0.0, width), with_strip_width(r_ref))

# ---- printed example ----
print(f"Length, width, thickness: {L:.0f}, {width:.0f}, {thickness:.0f} nm")
print(f"Seed density n: {n:.3f} per nm; mean seed number N: {N:.1f}")
print(f"Wall speed v: {v:.2f} nm/ns")
print(f"Remanent polarization: {remanent_uC:.0f} uC/cm2")
print(f"Applied field: {field_MV:.1f} MV/cm")
print(f"Interior time constant 1/(2nv): {t_ref:.1f} ns")
print(f"End-point time constant 1/(nv): {1 / (n * v):.1f} ns")
print(f"Branch times L/(2v), L/v: {L / (2 * v):.0f}, {t_full:.0f} ns")
print("Time (ns), U finite, exp(-2nvt) infinite line:")
for t in (25.0, t_ref, 125.0, 250.0, 375.0, 500.0):
    print(f"  {t:6.1f}  {unswitched(v * t, n, L):.4f}  {np.exp(-2 * n * v * t):.4f}")
for t in (t_ref, 2 * t_ref):
    inside, ends = parts(v * t, n, L)
    print(f"At {t:.1f} ns, r = {v * t:.1f} nm: interior {inside:.4f}, ends {ends:.4f}")
    print(f"  end zones: {200 * v * t / L:.0f} % of length, "
          f"{100 * ends / (inside + ends):.1f} % of unswitched")
print(f"Local unswitched probability at {t_ref:.1f} ns: "
      f"end {np.exp(-n * exposed(0.0, r_ref)):.4f}, "
      f"middle {np.exp(-n * exposed(L / 2, r_ref)):.4f}")
for level in (0.5, 0.1):
    finite = brentq(lambda t: unswitched(v * t, n, L) - level, 0, t_full)
    print(f"Time to {100 * (1 - level):.0f} % switched: finite {finite:.1f} ns, "
          f"infinite {-np.log(level) * t_ref:.1f} ns")
print(f"Mean switching time, seeded segments: {mean_time_seeded(n, L, v):.1f} ns")
print(f"Never-switching plateau exp(-N): {100 * np.exp(-N):.2f} %")
seeded = (unswitched(L / 2, n, L) - np.exp(-N)) / (1 - np.exp(-N))
print(f"Seeded segments only, U at {L / (2 * v):.0f} ns: {seeded:.4f}")
area_cm2 = L * width * 1e-14
charge = 2 * remanent_uC * 1e-6 * area_cm2
print(f"Full switching charge: {charge * 1e15:.3f} fC "
      f"= {charge / constants.e:.0f} electron charges")
initial_rate = v * loss_per_distance(0.0, n, L)
print(f"Initial switching rate: {initial_rate:.4f} per ns")
print(f"Initial switching current: {charge * initial_rate * 1e18:.2f} nA")
print(f"Largest difference, formula and gap series: {max_difference:.1e}")
print("Neglected effects (assumed rough inputs):")
print(f"Scatter of U between segments at {t_ref:.1f} ns: {scatter(r_ref):.3f}")
print(f"Late nucleation rate: {late_rate:.0e} per nm per ns")
print(f"  U with it at {t_ref:.1f} ns: {with_late_nuclei(t_ref):.4f}")
print(f"  U with it at {t_full:.0f} ns: {with_late_nuclei(t_full):.4f}")
print(f"  mean wait in an empty segment: {1 / (late_rate * L):.0f} ns")
print(f"U at {t_ref:.1f} ns with finite strip width: {with_strip_width(r_ref):.4f}")
seed_radius = 1.0
print(f"Seed radius {seed_radius:.1f} nm: time lead {seed_radius / v:.1f} ns, "
      f"U {unswitched(r_ref + seed_radius, n, L):.4f}")
activation_MV, field_drop = 10.0, 0.05
slow = np.exp(-activation_MV / field_MV * (1 / (1 - field_drop) - 1))
print(f"Wall activation field: {activation_MV:.0f} MV/cm")
print(f"Field lower by {100 * field_drop:.0f} %: speed factor {slow:.3f}, "
      f"U at {t_ref:.1f} ns {unswitched(slow * r_ref, n, L):.4f}")
T_room, T_hot = 300.0, 358.0
fast = np.exp(activation_MV / field_MV * (1 - T_room / T_hot))
print(f"From {T_room:.0f} to {T_hot:.0f} K: speed factor {fast:.2f}")
leak_A = 0.1
print(f"Leakage {leak_A:.1f} A/cm2 over {t_full:.0f} ns: "
      f"{leak_A * t_full * 1e-3:.3f} uC/cm2")
breakdown_MV = 4.0
print(f"Field / breakdown field ({breakdown_MV:.0f} MV/cm): "
      f"{field_MV / breakdown_MV:.2f}")
print("all tests passed")
```

Output:

```
Length, width, thickness: 100, 10, 10 nm
Seed density n: 0.040 per nm; mean seed number N: 4.0
Wall speed v: 0.20 nm/ns
Remanent polarization: 20 uC/cm2
Applied field: 2.0 MV/cm
Interior time constant 1/(2nv): 62.5 ns
End-point time constant 1/(nv): 125.0 ns
Branch times L/(2v), L/v: 250, 500 ns
Time (ns), U finite, exp(-2nvt) infinite line:
    25.0  0.6775  0.6703
    62.5  0.3952  0.3679
   125.0  0.1839  0.1353
   250.0  0.0585  0.0183
   375.0  0.0249  0.0025
   500.0  0.0183  0.0003
At 62.5 ns, r = 12.5 nm: interior 0.2759, ends 0.1193
  end zones: 25 % of length, 30.2 % of unswitched
At 125.0 ns, r = 25.0 nm: interior 0.0677, ends 0.1163
  end zones: 50 % of length, 63.2 % of unswitched
Local unswitched probability at 62.5 ns: end 0.6065, middle 0.3679
Time to 50 % switched: finite 45.6 ns, infinite 43.3 ns
Time to 90 % switched: finite 186.5 ns, infinite 143.9 ns
Mean switching time, seeded segments: 70.0 ns
Never-switching plateau exp(-N): 1.83 %
Seeded segments only, U at 250 ns: 0.0409
Full switching charge: 0.400 fC = 2497 electron charges
Initial switching rate: 0.0160 per ns
Initial switching current: 6.40 nA
Largest difference, formula and gap series: 4.4e-16
Neglected effects (assumed rough inputs):
Scatter of U between segments at 62.5 ns: 0.218
Late nucleation rate: 1e-05 per nm per ns
  U with it at 62.5 ns: 0.3923
  U with it at 500 ns: 0.0131
  mean wait in an empty segment: 1000 ns
U at 62.5 ns with finite strip width: 0.4154
Seed radius 1.0 nm: time lead 5.0 ns, U 0.3695
Wall activation field: 10 MV/cm
Field lower by 5 %: speed factor 0.769, U at 62.5 ns 0.4832
From 300 to 358 K: speed factor 2.25
Leakage 0.1 A/cm2 over 500 ns: 0.050 uC/cm2
Field / breakdown field (4 MV/cm): 0.50
all tests passed
```
